# Charging time of an ion film between blocking electrodes

**The decision.** A simulated gate pulse for an ion-gated memory transistor must last long enough for the electrolyte to charge. The film considered here is 1 µm thick, with ion diffusivity $10^{-6}$ cm²/s and Debye length 5.3 nm. Three times can be formed from these numbers: 0.29 µs from the Debye length alone, 2500 µs from diffusion across half the film, and 27 µs from a combination of both lengths. A run sized by the first stops before the device has responded, while one sized by the second wastes most of its steps. The choice requires the actual relaxation law.

## 1. Setting and conventions

The film occupies $-L<x<L$, so its full thickness is $d=2L$. It contains cations of charge $+e$ and anions of charge $-e$, each at mean concentration $c_0$ and each with diffusivity $D$. The permittivity is $\varepsilon$ and the temperature $T$. No ion crosses or reacts at the electrodes. At $t=0$ the left electrode is raised by a total voltage $V$ above the right one, and $V$ is then held fixed. There is no external resistance. The ions are dilute and feel only the mean field. SI formulas are used throughout.

The Debye length counts both mobile species:

$$\lambda=\sqrt{\frac{\varepsilon kT}{2e^2c_0}} .$$

"Small voltage" means that the share of each double layer, $V/2$, is well below $kT/e$. "Thin double layers" means $r\equiv\lambda/L\ll1$. The charging time $\tau$ is the time constant in $1-e^{-t/\tau}$, the fraction of the final charge that has been passed.

## 2. Simplest case: a resistor and two capacitors

Suppose first that the bulk stays neutral and each double layer is always in equilibrium with the voltage across it.

**Resistance.** In a field $E$ an ion drifts at speed $eDE/kT$, by the Einstein relation. Cations and anions drift in opposite directions, so their electric currents add. The conductivity and the resistance of unit area are

$$\sigma_c=\frac{2e^2c_0D}{kT}=\frac{\varepsilon D}{\lambda^2},\qquad R=\frac{d}{\sigma_c}=\frac{d\lambda^2}{\varepsilon D}.$$

**Capacitance.** In equilibrium $c_\pm=c_0e^{\mp e\phi/kT}$. For small $\phi$ the charge density is $\rho=-2e^2c_0\phi/kT=-\varepsilon\phi/\lambda^2$, and Poisson's equation $-\varepsilon\phi''=\rho$ becomes $\phi''=\phi/\lambda^2$. The solution with $\phi(\mp L)=\pm V/2$ is

$$\phi=-\frac V2\,\frac{\sinh(x/\lambda)}{\sinh(L/\lambda)} .$$

The charge on unit area of the left electrode is $\varepsilon E(-L)=-\varepsilon\phi'(-L)$:

$$q_\infty=\frac{\varepsilon V}{2\lambda}\coth\frac L\lambda .$$

*Limits.* For $\lambda\gg L$, $\coth(L/\lambda)\to\lambda/L$ and $q_\infty\to\varepsilon V/d$, the charge of an ion-free capacitor. For $\lambda\ll L$, $q_\infty\to\varepsilon V/(2\lambda)$: two capacitors $\varepsilon/\lambda$ in series, with $C=\varepsilon/(2\lambda)$.

The circuit therefore relaxes with

$$\tau=RC=\frac{d\lambda^2}{\varepsilon D}\cdot\frac{\varepsilon}{2\lambda}=\frac{\lambda d}{2D}=\frac{\lambda L}{D}.$$

The factor 2 comes from the two layers in series, and it disappears if the half-thickness is used. What remains unproved is the assumption that the bulk is neutral and the layers follow the voltage.

## 3. General case: one equation for the ionic current

The particle fluxes are

$$\Gamma_\pm=-D\frac{\partial c_\pm}{\partial x}\pm\frac{eD}{kT}c_\pm E .$$

Write $c_\pm=c_0+\delta_\pm$. Both $\delta_\pm$ and $E$ are of first order in $V$, so $c_\pm E$ becomes $c_0E$ at that order.

**Salt.** In $\Gamma_++\Gamma_-$ the two field terms cancel because the diffusivities are equal. Hence $s=\delta_++\delta_-$ obeys $\partial_ts=D\,\partial_x^2s$ with $\partial_xs=0$ at the walls. It starts at zero and stays there. Salt diffusion, with its time scale $L^2/D$, is not excited at first order.

**Charge.** With $\rho=e(\delta_+-\delta_-)$, the ionic current density is

$$J=e(\Gamma_+-\Gamma_-)=-D\frac{\partial\rho}{\partial x}+\frac{\varepsilon D}{\lambda^2}E .$$

Charge conservation reads $\partial_t\rho=-\partial_xJ$, and Gauss's law reads $\varepsilon\,\partial_xE=\rho$. Together they give

$$\frac{\partial}{\partial x}\left(J+\varepsilon\frac{\partial E}{\partial t}\right)=-\frac{\partial\rho}{\partial t}+\frac{\partial\rho}{\partial t}=0 ,$$

so $I(t)=J+\varepsilon\,\partial_tE$ is the same at every $x$. It is the current in the external circuit. After the step $\int E\,dx=V$ is constant, so integrating $I$ over the film removes the field term:

$$I=\frac1d\int_{-L}^{L}J\,dx\equiv\langle J\rangle .$$

Now differentiate $J$ in time, using $\partial_t\rho=-\partial_xJ$ and $\varepsilon\,\partial_tE=\langle J\rangle-J$:

$$\frac{\partial J}{\partial t}=D\left[\frac{\partial^2J}{\partial x^2}-\frac{J-\langle J\rangle}{\lambda^2}\right],\qquad J(\pm L,t)=0. \tag{1}$$

Just after the step the ions have not moved and the field is $V/d$, so the interior current is uniform, $J_0=\varepsilon DV/(\lambda^2d)$.

Equation (1) shows why charging is slower than the Debye time $\lambda^2/D$. The second term damps departures of $J$ from its average at the Debye rate, but it does not damp a uniform current at all. A current that is uniform in the bulk decays only because it must vanish at the walls.

*Limit.* As $\lambda\to\infty$ the second term disappears. The slowest even mode is then $\cos(\pi x/2L)$, with rate $\pi^2D/(4L^2)$. This is plain diffusion, as it should be when the ions are too few to alter the field.

## 4. The modes decay, and one is slow

Write (1) as $\partial_tJ=-HJ$. For functions $u,v$ that vanish at the walls, one integration by parts gives

$$\int v\,Hu\,dx=D\int\left[v'u'+\frac{(v-\langle v\rangle)(u-\langle u\rangle)}{\lambda^2}\right]dx .$$

This is symmetric in $u$ and $v$, so the decay rates are real. With $v=u$ it is positive, since a nonzero $u$ that vanishes at the walls cannot be constant. Every mode therefore decays without oscillation.

For functions with $\langle u\rangle=0$ the average drops out. Since $\int u'^2dx\ge(\pi/d)^2\int u^2dx$ when $u$ vanishes at both walls, such functions satisfy

$$\int u\,Hu\,dx\ \ge\ \left(\frac D{\lambda^2}+\frac{\pi^2D}{d^2}\right)\int u^2dx .$$

Suppose two modes had rates below the bracket. Some nonzero combination of them would have zero average. Its quotient $\int uHu/\int u^2$ would be a weighted mean of the two rates, hence below the bracket, which contradicts the inequality. At most one mode can therefore be slower than the Debye rate $D/\lambda^2$.

To find it, try an even function that is flat in the bulk and falls to zero at the walls:

$$u=1-\frac{\cosh kx}{\cosh kL},\qquad \langle u\rangle=1-\Theta,\qquad \Theta=\frac{\tanh kL}{kL}.$$

Here $-u''=k^2\cosh kx/\cosh kL$ and $u-\langle u\rangle=\Theta-\cosh kx/\cosh kL$. Inserting both into $Hu=su$ gives

$$D\left[\frac{\Theta}{\lambda^2}+\left(k^2-\frac1{\lambda^2}\right)\frac{\cosh kx}{\cosh kL}\right]=s\left[1-\frac{\cosh kx}{\cosh kL}\right].$$

The constant terms and the $\cosh$ terms must match separately:

$$s=\frac{D\Theta}{\lambda^2},\qquad s=D\left(\frac1{\lambda^2}-k^2\right)\ \Rightarrow\ 1-k^2\lambda^2=\frac{\tanh kL}{kL}. \tag{2}$$

The root $k=0$ gives $u=0$ and is discarded. Near it the two sides of (2) are $1-r^2(kL)^2$ and $1-(kL)^2/3$, so the left side starts above the right if $r<1/\sqrt3$. At $k=1/\lambda$ the left side is zero and lies below. A real root therefore exists for $r<1/\sqrt3$, which covers thin layers.

## 5. Thin layers

For $r\ll1$ the root has $kL\gg1$, and $\tanh kL=1$ up to an exponentially small error. Put $p=k\lambda$, so that $kL=p/r$. Then (2) and the rate become

$$1-p^2=\frac rp,\qquad s=\frac{D}{\lambda^2}\,\frac rp=\frac{D}{\lambda L\,p}.$$

To solve for small $r$, set $p=1-ar$. The left side is $2ar$ and the right side is $r$, to first order, so $a=1/2$. Hence

$$\tau=\frac1s=\frac{\lambda L}{D}\left[1-\frac{\lambda}{2L}+O(r^2)\right]\ \longrightarrow\ \frac{\lambda d}{2D}. \tag{3}$$

This confirms the circuit result and supplies its first correction. The leading term is also the geometric mean of $\lambda^2/D$ and $L^2/D$.

The table compares the slow decay time of the linearized Poisson–Nernst–Planck equations, discretized on 240 cells, with the root of (2) and with the bracket in (3). Times are in units of $\lambda L/D$.

| $\lambda/L$ | discretized | root of (2) | $1-\lambda/2L$ |
|---|---|---|---|
| 0.5 | 0.632 | 0.632 | 0.750 |
| 0.1 | 0.946 | 0.946 | 0.950 |
| 0.02 | 0.990 | 0.990 | 0.990 |

At $\lambda/L=0.1$ the simple formula is about 6% too long relative to the root. At 0.5 it is 58% too long: the layers fill much of the film, and no separate neutral bulk remains.

## 6. Does the slow mode carry the charge?

A slow rate matters only if its mode is excited. Since $H$ is symmetric, its modes $u_n$ are orthogonal, and the uniform initial current expands as

$$J=J_0\sum_n\frac{\langle u_n\rangle}{\langle u_n^2\rangle}u_ne^{-s_nt},\qquad I=J_0\sum_nw_ne^{-s_nt},\qquad w_n=\frac{\langle u_n\rangle^2}{\langle u_n^2\rangle}.$$

At $t=0$ the weights sum to one. For the slow mode the mean of $\cosh^2kx$ is $\tfrac12+\sinh(2kL)/(4kL)$. Division by $\cosh^2kL$ turns this into $\Theta/2+1/(2\cosh^2kL)$, so

$$w_1=\frac{(1-\Theta)^2}{1-\frac32\Theta+\frac1{2\cosh^2kL}}\approx\frac{1-2r}{1-\frac32r}\approx1-\frac r2 .$$

The remaining current weight, about $r/2$, decays faster than $D/\lambda^2$. It therefore passes less charge than $J_0(r/2)\lambda^2/D$. The slow mode passes about $J_0\lambda L/D$. The fast share of the charge is thus below about $r^2/2$, and a single exponential describes the charging.

*Limit.* To leading order the total passed charge is $J_0\tau=\dfrac{\varepsilon DV}{\lambda^2d}\cdot\dfrac{\lambda d}{2D}=\dfrac{\varepsilon V}{2\lambda}$, the equilibrium charge of section 2. The geometric charge $\varepsilon V/d$, which appears at the instant of the step, is smaller by the factor $r$.

## 7. Numbers for a gel film

Take a lightly salted gel-polymer electrolyte with round values: $d=1$ µm, relative permittivity 40, $c_0=10^{18}$ cm⁻³, $D=10^{-6}$ cm²/s, $T=300$ K and $V=10$ mV. With $kT/e=25.85$ mV,

$$\lambda^2=\frac{\varepsilon(kT/e)}{2ec_0}=\frac{(3.54\times10^{-10})(0.02585)}{2(1.602\times10^{-19})(10^{24})}\ \text{m}^2=2.86\times10^{-17}\ \text{m}^2,$$

so $\lambda=5.35$ nm and $r=0.0107$. Then

$$\tau=\frac{(5.345\times10^{-7}\ \text{cm})(10^{-4}\ \text{cm})}{2\times10^{-6}\ \text{cm}^2/\text{s}}=26.7\ \mu\text{s}.$$

The circuit view gives $R=8.07$ Ω cm² and $C=3.31$ µF/cm², whose product is again 26.7 µs. The final charge is $CV=0.033$ µC/cm². For 99% of the passed charge the pulse must last $\tau\ln100\approx123$ µs, which settles the opening decision for this model at small voltage and with equal diffusivities. Section 10 shows how much longer the pulse must be when either condition fails.

The full nonlinear equations were also integrated after a step of $0.05\,kT/e$. The passed charge reached $1-1/e$ of its final value at $0.9938\,\lambda L/D$, against 0.9946 from (2). Refining the mesh from 120 to 160 cells raised that time by 0.06%, so the remaining gap of 0.08% is of the size of the mesh error. The final charge was 0.999 of $\varepsilon V/(2\lambda)$. In the linearized problem the slow mode carried all but 0.0014% of the passed charge, within the estimate $r^2/2\approx0.006\%$. Refining the linearized problem from 160 to 240 cells raised its slow time by 0.045%.

## 8. Generalization: a larger voltage

Return to the circuit, but let the layer be nonlinear. With $\psi=e\phi/kT$, the equilibrium equation is $\psi''=\sinh\psi/\lambda^2$. Multiplying by $\psi'$ and integrating from the neutral bulk gives $\psi'^2=2(\cosh\psi-1)/\lambda^2$, or $|\psi'|=(2/\lambda)|\sinh(\psi/2)|$. A layer with reduced voltage $\zeta$ thus holds a charge proportional to $2\sinh(\zeta/2)\approx\zeta+\zeta^3/24$.

Let $\zeta_\infty=eV/(2kT)$, $y=\zeta/\zeta_\infty$ and $b=\zeta_\infty^2/8$. The charge is proportional to $y+by^3/3$, and the current to the voltage left across the bulk, $1-y$. With time in units of $\tau$,

$$(1+by^2)\frac{dy}{dt}=1-y .$$

Since $y^2/(1-y)=1/(1-y)-1-y$, integration from $y=0$ gives

$$t=-\ln(1-y)+b\left[-\ln(1-y)-y-\tfrac12y^2\right].$$

The charge reaches the fraction $f=1-1/e$ when $y+by^3/3=f(1+b/3)$, or $y=f+b(f-f^3)/3$ to first order in $b$. The first logarithm then changes by $b(f-f^3)/[3(1-f)]=bf(1+f)/3$, and in the bracket $-\ln(1-f)=1$. Therefore

$$t_{63}=1+b\left[\frac{f(1+f)}3+1-f-\frac{f^2}2\right]\approx1+0.51\,b=1+0.064\,\zeta_\infty^2 .$$

*Limit.* As $V\to0$ the linear result returns. At 10 mV, $\zeta_\infty=0.193$ and the predicted lengthening is 0.24%. The nonlinear run gives 0.9962 in place of 0.9938, the same 0.24%; both values are low by about 0.0008 from the mesh, which cancels in their ratio. At 100 mV the run gives $1.27\,\lambda L/D$. The expansion predicts a lengthening of 24%, which has the right size although $\zeta_\infty\approx1.9$ is outside its range.

## 9. Generalization: a compact layer

Let an ion-free layer of thickness $h$ and permittivity $\varepsilon_S$ cover each electrode. The displacement is continuous, so the layer drops the voltage $\lambda_SE$, where $E$ is the electrolyte field at the wall and $\lambda_S=h\varepsilon/\varepsilon_S$. Fixed voltage now means

$$\int E\,dx+\lambda_S[E(-L)+E(L)]=V .$$

Differentiate in time and multiply by $\varepsilon$. Inside the film $\varepsilon\,\partial_tE=I-J$, and at the walls $J=0$, so $\varepsilon\,\partial_tE=I$ there. This gives $Id-\int J\,dx+2\lambda_SI=0$, or

$$I=\frac{\int J\,dx}{d+2\lambda_S}.$$

In (1) this $I$ replaces $\langle J\rangle$. The trial function of section 4 still works, with $\langle u\rangle$ replaced by $(1-\Theta)/(1+\lambda_S/L)$. Matching the constant terms gives

$$s=\frac D{\lambda^2}\left[1-\frac{1-\Theta}{1+\lambda_S/L}\right]=\frac D{\lambda^2}\,\frac{\Theta+\lambda_S/L}{1+\lambda_S/L}\approx\frac{D(\lambda+\lambda_S)}{\lambda^2L},$$

for $\lambda,\lambda_S\ll L$, and hence

$$\tau\approx\frac{\lambda d}{2D}\,\frac1{1+\lambda_S/\lambda}.$$

*Limit.* $\lambda_S\to0$ restores (3). The compact layer lowers the series capacitance while the bulk resistance stays the same, so charging is faster.

With $h=0.5$ nm and $\varepsilon_S/\varepsilon_0=10$, $\lambda_S=0.5\times40/10=2.0$ nm. The time is $26.7/(1+2.0/5.345)=19.4$ µs, and the discretized equations also give 19.4 µs. This assumed layer shortens charging by 27%.

## 10. The real case and the limits of the rule

The model has two identical blocking electrodes and no series resistance. In a transistor the gate and the channel can differ in area and capacitance, the channel adds its own resistance, and ions may enter it. These effects change the charging time and are not included here.

The example holds only about 0.002 mol/L of salt. The diffusivity is a rough value for a soft, solvent-rich gel. The low concentration keeps the theory usable: the Bjerrum length is 1.39 nm, and its ratio to $2\lambda$, which measures the ion correlations left out of the mean field, is 0.13. A contact-pair estimate puts roughly 1% of the ions in pairs. With a hundred times more salt at the same permittivity and temperature, $\lambda$ would fall to 0.53 nm, about the size of an ion, and the ratio would rise to 1.3. Formula (3) should not be trusted there. A large voltage also leaves the range of the model. The double layers also draw salt from the closed film: in the example the equilibrium bulk concentration falls by 1% at 100 mV, 16% at 0.3 V and 71% at 0.5 V. With this loss counted, the concentration at the wall reaches one ion per (0.5 nm)³ at a total of about 0.62 V, so at 1 V the dilute model gives no reliable time. The figure 0.62 V depends strongly on the assumed ion size. As the film runs out of salt, the wall concentration levels off near $c_0L^2/\lambda^2\approx8750\,c_0$, about one ion per (0.49 nm)³, only slightly above the threshold used here. Within its range, 100 mV already lengthens the 63% time by 27% relative to (3), and the 99% time nearly doubles, to about 230 µs. The circuit of section 8, which leaves out the salt drawn from the bulk, gives only 175 µs for the 99% time with the full layer charge $2\sinh(\zeta/2)$, and 171 µs with its cubic expansion.

Two other assumptions can be sized. If the diffusivities are in the ratio 3:1 with the same mean, the 63% time rises by 2.4%. The field terms in the salt equation then no longer cancel, so salt gradients form. They relax by slow diffusion across the film and leave a tail in the charging: the 99% time rises by 40%, to 171 µs. A pulse meant to pass 99% of the charge must allow for this tail. Temperature matters more. With an assumed activation energy of 0.20 eV and fixed permittivity, going from 300 K to 358 K multiplies $D$ by 3.5 and $\lambda$ by 1.09, and the charging time falls to 8.3 µs.

High fields are not a concern at 10 mV. The final wall field is 0.009 MV/cm, and the energy $eE\times0.5$ nm is about 2% of $kT$, so field-assisted hopping is negligible.

For design, take a small voltage, thin double layers and equal diffusivities. At fixed $\lambda$ and $D$, halving the film thickness then halves the charging time. It does not quarter it, as a diffusion estimate would suggest. At fixed thickness, diffusivity, permittivity and temperature, four times the salt also halves the time if there is no compact layer and the film remains dilute. With the compact layer of section 9 the same change shortens the time by a factor of about 2.5, because the capacitance of that layer does not depend on the salt. Unequal diffusivities weaken the thickness rule: at a ratio of 3:1, halving the example film still halves the 63% time, but the 99% time falls only from 171 to 112 µs.

## Values computed for the example and the checks

```
INPUT thickness d = 1000 nm, relative permittivity = 40
INPUT c0 = 1.0e+18 cm^-3, D = 1.0e-06 cm^2/s
INPUT T = 300 K, total voltage V = 10.0 mV
thermal voltage kT/e = 25.852 mV
voltage per layer over kT/e = 0.1934
Debye length = 5.345 nm, Debye length / L = 0.01069
charging time lambda*d/(2D) = 26.727 us
Debye time lambda^2/D = 0.2857 us
diffusion time L^2/D = 2500.0 us
TABLE lambda/L | tau_numeric/(lambda L/D) | root/(lambda L/D) | 1-lambda/(2L)
  0.50000 | 0.63217 | 0.63222 | 0.75000
  0.10000 | 0.94550 | 0.94565 | 0.95000
  0.05000 | 0.97382 | 0.97399 | 0.97500
  0.02000 | 0.98960 | 0.98985 | 0.99000
  0.01069 | 0.99425 | 0.99461 | 0.99465
mesh shift of slow time, 160 to 240 cells = 0.0454 %
example: slow-mode share of initial current = 0.99478 (formula 0.99465)
example: slow-mode share of passed charge = 0.999986
example: second-slowest rate times lambda^2/D = 1.00113
step run, V = 0.05 kT/e: 63% time / (lambda L/D) = 0.99379
mesh shift of that time, 120 to 160 cells = 0.0620 %
final charge / (eps V/(2 lambda)) = 0.99921
step run at 10 mV: 63% time = 26.626 us, ratio to formula = 0.99621
conductivity = 1.239e-05 S/cm
area resistance R = 8.068 ohm cm^2
two layers in series C = 3.313 uF/cm^2
RC = 26.727 us
final stored charge C*V = 0.0331 uC/cm^2
NEGLECTED compact layer: 0.5 nm, permittivity 10, effective 2.00 nm
  time with it = 19.417 us numeric, 19.450 us from tau/(1+lambda_S/lambda)
NEGLECTED D+ : D- = 3 : 1, same mean: 63% time / equal-D time = 1.0242
NEGLECTED larger voltage 100 mV: 63% time / formula = 1.2662
crowding at the wall (ion size 0.5 nm) from total V = 0.465 V
Bjerrum length = 1.393 nm
correlation: Bjerrum length/(2 lambda) = 0.1303
ion pairing: estimated paired fraction = 0.0085
final wall field = 0.00935 MV/cm
hopping: e*field*0.5 nm/(2kT) = 0.00905
use at 358 K, assumed activation energy 0.20 eV: D rises by 3.502
  charging time there (same permittivity) = 8.337 us
```
